# Why Curvature Gives Armchair Carbon Nanotubes a First-Order Spin-Orbit Gap

Suppose the spin-orbit gap of a metallic carbon nanotube is estimated by rolling up the result for a flat sheet. In the model used below, with an atomic coupling of 10 meV, the flat sheet has a gap of 3.6 μeV, and the estimate for a tube of radius 0.67 nm would be the same. Diagonalizing the tube gives 222 μeV, about sixty times more. The estimate also has the wrong form: in this model of s and p orbitals the flat gap is quadratic in the atomic coupling, while that of the tube is linear in it and falls as the inverse radius. What the estimate leaves out is the mixing of π and σ orbitals by curvature.

## The model and the flat sheet

Each atom carries one s and three p orbitals, taken as orthogonal. Energies are measured from the p level, and the s level lies at \(\varepsilon\). Nearest neighbours at distance \(a\) are joined by the Slater–Koster integrals \(V_{ss}\), \(V_{sp}\), \(V_\sigma\) (pp, along the bond) and \(V_\pi\) (pp, across it), held fixed as the sheet is bent. The spin-orbit term on each atom is \(\lambda\,\mathbf L\cdot\mathbf S\), with \(\hbar=1\) and \(S=\tfrac12\), so a free p shell splits by \(3\lambda/2\). Relaxation, overlap, d orbitals and electron interactions beyond this mean-field picture are left out.

At each atom let \(\hat r\) point outward, \(\hat t\) along the circumference and \(\hat z\) along the axis, a right-handed set in this order. The π orbital is \(p_r\); the σ orbitals are \(s,p_t,p_z\). From \(\langle p_i|L_k|p_j\rangle=-i\epsilon_{kij}\),

\[
L_z|p_r\rangle=i|p_t\rangle,\qquad L_t|p_r\rangle=-i|p_z\rangle,\qquad L_r|p_r\rangle=0 .
\]

Spin-orbit coupling thus takes a π orbital out of the π set. In a flat sheet, reflection in the plane makes π odd and σ even, so hopping cannot bring the electron back. A second action of \(\lambda\) is needed, and the effect starts at \(\lambda^2\). This holds for s and p orbitals only: the two d orbitals that are odd under the reflection hop to π directly and give a flat sheet a gap of first order in their own spin-orbit coupling, so the flat gap found below is that of the model, not of real graphene. In a curved sheet hopping can do the returning, and one power of \(\lambda\) suffices.

## Which part of the coupling matters in a tube

On a tube of radius \(R\), write the orbital amplitudes in local axes as Bloch waves \(e^{i(k_t t+k_z z)}\). Single-valuedness requires \(k_t=m/R\), with \(m\) an integer: the orbital angular momentum about the axis.

The operators \(S_r\) and \(S_t\) rotate with the position on the tube. They flip the spin along \(z\) and change \(m\) by one, which keeps \(m+S_z\) fixed. They therefore connect a state at the Fermi point to another subband, at a distance of order \(|V_\pi|a/R\), and shift its energy only at second order. At first order in \(\lambda\) there remains \(\lambda L_zS_z\), with \(S_z=s=\pm\tfrac12\) a number. Its relevant element is

\[
\langle p_r|\lambda L_zS_z|p_t\rangle=-i\lambda S_z .
\]

## How curvature joins π to σ

Let bond \(j=0,1,2\) run from an A atom to a B atom at the angle \(\theta_j=\theta+2\pi j/3\) from the circumference. Its ends are separated around the tube by the angle \(\delta_j=(a/R)\cos\theta_j\). For unit vectors \(\mathbf u\) on A and \(\mathbf v\) on B, and \(\mathbf e\) along the bond, put \(D=V_\sigma-V_\pi\). Then

\[
\langle p_u,A|H|p_v,B\rangle=(\mathbf u\cdot\mathbf v)V_\pi+(\mathbf u\cdot\mathbf e)(\mathbf v\cdot\mathbf e)D,
\]
\[
\langle s,A|H|p_v,B\rangle=(\mathbf v\cdot\mathbf e)V_{sp},\qquad
\langle p_u,A|H|s,B\rangle=-(\mathbf u\cdot\mathbf e)V_{sp}.
\]

To first order in \(1/R\), rotating the axes by \(\delta_j\) gives \(\hat r_A\cdot\hat t_B=-\delta_j\) and \(\hat t_A\cdot\hat r_B=\delta_j\). The bond is a chord, tilted by half the angle at each end, so \(\hat r_A\cdot\mathbf e=-\tfrac12\delta_j\cos\theta_j\) and \(\hat r_B\cdot\mathbf e=+\tfrac12\delta_j\cos\theta_j\).

Define \(p_\pm=(p_t\pm ip_z)/\sqrt2\) and call the π–σ hopping \(T\). Inserting the scalar products gives, for one bond,

\[
\langle p_\pm A|T|p_rB\rangle_j=\frac{a}{\sqrt2R}\Big[V_\pi\cos\theta_j+\frac D2\cos^2\theta_j\,e^{\mp i\theta_j}\Big],
\]
\[
\langle p_rA|T|p_\pm B\rangle_j=-\frac{a}{\sqrt2R}\Big[V_\pi\cos\theta_j+\frac D2\cos^2\theta_j\,e^{\pm i\theta_j}\Big],
\]
\[
\langle p_rA|T|sB\rangle_j=\frac{a}{2R}V_{sp}\cos^2\theta_j .
\]

Each is proportional to \(a/R\). The σ amplitude in a π state is then of order \(a/R\), and its weight of order \((a/R)^2\).

## Sums over bonds at the Fermi point

At the corner K of the Brillouin zone the three bonds carry the phases \(e^{2\pi ij/3}=e^{i(\theta_j-\theta)}\). A tube is nominally metallic when K is among its allowed wavevectors. For a term that varies as \(e^{in\theta_j}\),

\[
\sum_j e^{i(\theta_j-\theta)}e^{in\theta_j}=
\begin{cases}3e^{in\theta}, & n+1 \text{ divisible by }3,\\ 0, & \text{otherwise.}\end{cases}
\]

Among the harmonics that occur here, \(n=-1\) and \(n=2\) survive. Use \(\cos\theta_j=\tfrac12(e^{i\theta_j}+e^{-i\theta_j})\) and \(\cos^2\theta_j=\tfrac12+\tfrac14(e^{2i\theta_j}+e^{-2i\theta_j})\). In \(\cos^2\theta_j\,e^{-i\theta_j}\) the harmonic \(n=-1\) has coefficient \(\tfrac12\); in \(\cos^2\theta_j\,e^{i\theta_j}\) it has \(\tfrac14\). Hence

\[
\langle p_+A|T|p_rB\rangle=-\langle p_rA|T|p_-B\rangle=\frac{3a}{\sqrt2R}e^{-i\theta}\Big(\frac{V_\pi}2+\frac D4\Big)=\frac{3a(V_\sigma+V_\pi)}{4\sqrt2R}e^{-i\theta},
\]
\[
\langle p_rA|T|p_+B\rangle=-\frac{3a(4V_\pi+D)}{8\sqrt2R}e^{-i\theta},\qquad
\langle p_rA|T|sB\rangle=\frac{3aV_{sp}}{8R}e^{2i\theta}.
\]

The same rule reduces the σ Hamiltonian of the flat sheet, which suffices at this order. The surviving couplings are

\[
\langle p_+A|H|sB\rangle=X,\quad \langle sA|H|p_-B\rangle=-X,\quad \langle p_-A|H|p_+B\rangle=U,
\]
\[
X=-\frac{3V_{sp}}{\sqrt2}e^{-i\theta},\qquad U=\frac{3D}{2}e^{2i\theta}.
\]

The six σ orbitals thus form three pairs. For the pair \((p_+A,sB)\),

\[
\begin{pmatrix}0&X\\X^*&\varepsilon\end{pmatrix}^{-1}
=\begin{pmatrix}-\varepsilon/|X|^2&1/X^*\\1/X&0\end{pmatrix},\qquad |X|^2=\frac{9V_{sp}^2}{2}.
\]

The pair \((p_-B,sA)\) likewise gives \(-\varepsilon/|X|^2\) for \(p_-B\). For the pair \((p_-A,p_+B)\) the diagonal entries of the inverse vanish, and the entry from \(p_-A\) to \(p_+B\) is \(1/U^*\).

## Eliminating σ

The π states at K lie at zero energy, far from the σ states. Eliminating the latter adds \(-H_{\pi\sigma}H_{\sigma\sigma}^{-1}H_{\sigma\pi}\) to the π Hamiltonian, where \(H_{\pi\sigma}\) contains both \(\lambda L_zS_z\) and \(T\). The cross terms have one factor of each, and so are proportional to \(\lambda a/R\).

Consider first the element from B to A. The spin-orbit step may take place on A, through \(p_+A\), or on B, through \(p_-B\). With \(\langle p_r|L_z|p_\pm\rangle=-i/\sqrt2\), the first path gives

\[
-\Big(\frac{-i\lambda S_z}{\sqrt2}\Big)\Big(\frac{-\varepsilon}{|X|^2}\Big)\frac{3a(V_\sigma+V_\pi)}{4\sqrt2R}e^{-i\theta}
=-ie^{-i\theta}S_z\,\frac{\lambda a}{R}\,\frac{\varepsilon(V_\sigma+V_\pi)}{12V_{sp}^2}.
\]

On the second path both the spin-orbit element and the hopping change sign, so it gives the same value. Together,

\[
H_{AB}^{\rm SO}=-ie^{-i\theta}S_zF,\qquad
F=\lambda\frac aR\,\frac{\varepsilon(V_\sigma+V_\pi)}{6V_{sp}^2}.
\]

For the element from A to A the electron leaves by spin-orbit coupling, crosses to B within the σ system and returns by \(T\). The two paths, through \(p_+B\) and \(sB\), are

\[
\frac{-i\lambda S_z}{\sqrt2}\,\frac{2e^{2i\theta}}{3D}\,\Big(-\frac{3a(4V_\pi+D)}{8\sqrt2R}e^{i\theta}\Big)
=i\lambda S_z\frac{a}{8R}\Big(1+\frac{4V_\pi}{D}\Big)e^{3i\theta},
\]
\[
\frac{-i\lambda S_z}{\sqrt2}\Big(-\frac{\sqrt2e^{-i\theta}}{3V_{sp}}\Big)\frac{3aV_{sp}}{8R}e^{-2i\theta}
=i\lambda S_z\frac{a}{8R}e^{-3i\theta}.
\]

Adding the reversed paths doubles the real part, and the elimination supplies a minus sign. Since \(\mathrm{Re}(ie^{\pm3i\theta})=\mp\sin3\theta\), the parts without \(V_\pi\) cancel:

\[
H_{AA}^{\rm SO}=\beta S_z,\qquad \beta=\lambda\frac aR\,\frac{V_\pi}{V_\sigma-V_\pi}\sin3\theta .
\]

The element on B is equal. A half-turn about the radial line through a bond centre exchanges A with B and reverses both K and \(S_z\); time reversal restores K and \(S_z\).

## The gap

Near K, with \(\mathbf q\) measured from it, expanding the phases of the ordinary π hopping gives

\[
iaV_\pi\sum_je^{i(\theta_j-\theta)}(q_t\cos\theta_j+q_z\sin\theta_j)
=i\frac{3aV_\pi}{2}e^{-i\theta}(q_t+iq_z),
\]

because the \(n=-1\) coefficients of cosine and sine are \(\tfrac12\) and \(\tfrac i2\). The spin-orbit term has the same phase as the \(q_t\) term, and the energies are

\[
E=\beta s\pm\sqrt{\Big(\tfrac32aV_\pi q_t-sF\Big)^2+\Big(\tfrac32aV_\pi q_z\Big)^2}.
\]

In an armchair tube one bond lies along the circumference, so \(\theta=0\) and \(\beta=0\), and the metallic subband has \(q_t=0\). The smallest separation of the two branches is \(2|sF|=|F|\):

\[
\boxed{\Delta=\lambda\,\frac aR\,\frac{|\varepsilon(V_\sigma+V_\pi)|}{6V_{sp}^2}}
\]

Curvature alone opens no gap here. Reflection in a plane through the axis and the centre of a circumferential bond exchanges A and B and keeps K, which forces \(H_{AB}=H_{BA}\) when spin is absent. The off-diagonal element is then real: it can move the crossing along \(k_z\) but cannot supply the imaginary term that would open it. At a fixed \(S_z=s\) the term \(\lambda L_zs\) escapes this restriction because the reflection reverses \(L_z\). The full reflection reverses \(S_z\) as well, and so only relates the two spins to each other.

Physically, the spin-orbit term displaces the circumferential momentum in opposite directions for the two spins. An axial magnetic flux of \(f\) flux quanta displaces it by \(f/R\) for both. For spin up the two displacements cancel when \(3aV_\pi f/(2R)=F/2\), that is,

\[
f=\frac{\lambda\varepsilon(V_\sigma+V_\pi)}{18V_{sp}^2V_\pi}.
\]

The radius has dropped out. The electron behaves as if a fixed, spin-dependent flux threaded the tube, and the gap falls as \(1/R\) because a given flux displaces the momentum less on a longer circumference.

The factor \(\varepsilon\) has a simple origin as well. An A–B element with one spin-orbit step and one curvature hop must begin and end its σ propagation on the same sublattice. If \(\varepsilon=0\), the σ Hamiltonian at K consists of A–B couplings alone; so does its inverse, and no such path exists.

## A (10,10) tube in numbers

Take round model parameters: \(a=0.14\) nm, \(\varepsilon=-8\) eV, \(V_{ss}=-5\) eV, \(V_{sp}=5\) eV, \(V_\sigma=5\) eV, \(V_\pi=-3\) eV and \(\lambda=10\) meV. The radius is 0.6685 nm, so \(a/R=0.2094\), and

\[
\Delta=(0.010\ \text{eV})(0.2094)\frac{8\times2}{6\times25}=2.23\times10^{-4}\ \text{eV}=223\ \mu\text{eV}.
\]

Diagonalizing the full sp Hamiltonian with spin on the cylinder gives 222 μeV, equivalent to 2.6 K; the formula is 0.8% above it. These numbers illustrate the model and are not a prediction. The chosen \(\lambda\) is about twice the 5 meV implied by the fine structure of the C\(^+\) ion, and the prefactor is sensitive to the integrals: \(\varepsilon=-7.3\), \(V_{ss}=-4.30\), \(V_{sp}=4.98\), \(V_\sigma=6.38\), \(V_\pi=-2.66\) eV give 379 μeV at the same \(\lambda\). The Fermi states have a σ weight of only 0.0024, but the amplitude is its square root, about 0.05, and the gap is linear in the amplitude.

Cutting the π–σ hopping reduces the gap to 0.25 μeV, and setting \(\varepsilon=0\) reduces it to 0.34 μeV. Both tests confirm the mechanism. I conjecture that the small remainders are of second order in \(\lambda\), from spin-flip excursions into σ states of neighbouring \(m\).

At (5,5) the diagonalized gap is 430 μeV, 3.7% below the formula; at (160,160) it is 14.0 μeV, 0.1% above. The leading geometric correction should be of relative order \((a/R)^2\): reversing the curvature amounts to reflecting the sheet, which reverses the in-plane spin component \(S_z\), so its coefficient is odd in \(1/R\). With \(\lambda\) reduced to 0.1 meV, the relative deviation falls by a factor of 4.2 when the radius doubles, close to the expected 4. The 0.1% that remains at large radius fits a term of second order in \(\lambda\): doubling \(\lambda\) multiplies the (10,10) gap by 2.002, which implies a quadratic part of about that size.

The predicted flux is \(1.19\times10^{-4}\) flux quanta. In an (80,80) tube it lowers the spin-up gap to 0.001 of its zero-flux value and doubles the spin-down gap, which confirms the sign as well as the size of the displacement.

## The flat limit

The flat-sheet gap follows from the same inverse matrices. Acting on a π orbital, the full coupling gives \(i\lambda(|p_t\rangle S_z-|p_z\rangle S_t)\), whose \(p_+\) component is \(i\lambda(S_z+iS_t)/\sqrt2\). On A only \(p_+\) has a diagonal entry in the inverse, so

\[
H_{AA}=\frac{\varepsilon}{|X|^2}\frac{\lambda^2}{2}(S_z-iS_t)(S_z+iS_t)=\frac{\varepsilon\lambda^2}{9V_{sp}^2}\Big(\frac12+S_r\Big),
\]

where \(S_z^2+S_t^2=\tfrac12\) and \([S_z,S_t]=-iS_r\) were used. On B, \(p_-\) takes its place and \(S_r\) changes sign. The A–B element contains \((S_z+iS_t)^2\), which vanishes for spin one half. For either spin along the normal, the two sublattices differ in energy by

\[
\Delta_{\rm flat}=\frac{|\varepsilon|\lambda^2}{9V_{sp}^2}=\frac{8\times(0.010)^2}{9\times25}\ \text{eV}=3.6\ \mu\text{eV}.
\]

Diagonalization agrees to 0.1%, and doubling \(\lambda\) multiplies this gap by 4.00.

On a tube the normal direction turns with position, so this term joins neighbouring subbands and has no first-order effect on the Fermi states. That holds while the subband distance, about \(\tfrac32|V_\pi|a/R\), greatly exceeds \(\Delta_{\rm flat}\). The second-order effect limits the \(1/R\) law sooner. The term joins each band edge, by an element \(\Delta_{\rm flat}/2\), to an opposite-spin state one subband away. The two edges shift in opposite directions, each by \((\Delta_{\rm flat}/2)^2\) over the subband distance, so the gap changes by about \(\Delta_{\rm flat}^2R/(3|V_\pi|a)\). With the present signs, \(F<0\) and \(V_\pi<0\), the upper edge is joined to the state above it and is pushed down, so the change opposes the \(1/R\) gap. The two are equal near \(R\sim3\times10^4a\), where the gap closes; at larger radius it reopens and grows towards \(\Delta_{\rm flat}\). The subband distance itself falls to \(\Delta_{\rm flat}\) near \(R\sim10^6a\); far beyond that the surface is locally flat for the electron.

## Metallic tubes that are not armchair

Without the armchair reflection, curvature may add a spin-independent term \(g\) alongside \(\tfrac32aV_\pi q_t\). Reversing the curvature leaves such a term unchanged, so it begins at \(1/R^2\). The tube then has a gap before spin-orbit coupling acts, and "the spin-orbit gap" is no longer a fitting name for what \(\lambda\) does.

At the band edges of the metallic subband,

\[
E=\beta s\pm|g-sF| .
\]

If \(|g|>|F|/2\), the direct gaps of the two spins are \(2|g|\pm|F|\), and their midpoints differ by \(\beta\). For a (120,0) zigzag tube, with \(R=4.63\) nm, the gap without spin-orbit coupling is 514 μeV. Diagonalization gives a midpoint difference of 113.4 μeV and half the difference of the two gaps as 32.2 μeV; the formulas for \(\beta\) and \(|F|\) give the same values to this accuracy. One band edge is therefore split by \(113.4+32.2=145.6\) μeV and the other by \(113.4-32.2=81.2\) μeV. The chiral (96,24) tube agrees equally well, as the numerical output shows.

While \(|g|>|F|/2\), both splittings are linear in \(\lambda\) and inversely proportional to \(R\), since each comes from one spin-orbit step and one curvature hop. In the two tubes above they divide the edges of an existing gap, whereas in the armchair tube the same process creates the gap. This picture is limited to narrow enough tubes. By the edge formula, the lowest conduction edge lies above the highest valence edge by \(2|g|-\max(|\beta|,|F|)\), and \(g\) falls as \(1/R^2\) while \(\beta\) and \(F\) fall as \(1/R\). Scaling the (120,0) values, this difference vanishes for zigzag tubes near \(R\approx4.63\times514/113.4\approx21\) nm, beyond which the bands of opposite spin overlap. This radius belongs to the model. Unlike \(\beta\) and \(F\), the term \(g\) depends at leading order on how the integrals respond to bending: letting them scale as the inverse square of the chord length, instead of holding them fixed, halves \(g\) and moves the radius to about 10 nm, while the two splittings stay the same.

## Calculated quantities

```
bond length a = 0.14 nm; lambda = 10.0 meV
model parameters (eV): {'eps': -8.0, 'Vsss': -5.0, 'Vsps': 5.0, 'Vpps': 5.0, 'Vppp': -3.0}
(5,5) gap, helical / explicit cell = 430.401 / 430.401 micro-eV
(10,10) radius = 0.6685 nm; a/R = 0.2094
(10,10) gap, formula = 223.40 micro-eV
(10,10) gap, diagonalization = 221.58 micro-eV
(10,10) diagonalized gap / k_B = 2.571 K
(10,10) gap without spin-orbit < 0.1 micro-eV: True
n of (n,n), R (nm), gap diagonalized, gap formula (micro-eV), ratio
     5   0.3342   430.401   446.804   0.9633
    10   0.6685   221.581   223.402   0.9918
    20   1.3369   111.566   111.701   0.9988
    40   2.6738    55.879    55.851   1.0005
    80   5.3476    27.952    27.925   1.0009
   160  10.6952    13.977    13.963   1.0010
relative correction, n=40 over n=80 = 4.249
(10,10) gap ratio on doubling lambda = 2.0021
flat sheet gap, diagonalized / formula = 3.5585 / 3.5556 micro-eV
flat sheet gap ratio on doubling lambda = 4.0034
sigma weight in Fermi states, (10,10) = 2.379e-03
sigma weight, n=20 over n=40 = 3.993
(10,10) gap without pi-sigma hopping = 0.246 micro-eV
(10,10) gap with e_s = e_p = 0.343 micro-eV
equivalent flux for spin up = 1.1852e-04 flux quanta
(80,80) spin-up gap at flux +f, -f over zero flux = 0.0010, 1.9990
(80,80) spin-down gap at flux +f over zero flux = 1.9990
(120,0) R = 4.6312 nm; gap without spin-orbit = 514.03 micro-eV
  midpoint splitting, diagonalized / beta = 113.399 / 113.362 micro-eV
  half gap difference, diagonalized / |F| = 32.230 / 32.245 micro-eV
(96,24) R = 4.2445 nm; gap without spin-orbit = 514.98 micro-eV
  midpoint splitting, diagonalized / beta = 104.141 / 104.108 micro-eV
  half gap difference, diagonalized / |F| = 35.179 / 35.183 micro-eV
```
